# Interface capacitance and long-period permittivity from two superlattice periods

## Question

I have two oxide superlattices made of the same two materials, A and B, in the same proportions. One has a period of 4 nm and the other 8 nm, where a period means one A layer plus one B layer. With the field normal to the layers, their relative permittivities are 200 and 250.

I am asked for the capacitance per area of an interface and for the permittivity at very long period. If the layers were simply capacitors in series, the period should drop out at fixed composition, so I assume the interfaces cause the difference.

My attempt was to draw a straight line of permittivity against inverse period, which gives 300 at infinite period. I cannot justify that line, and I don't see how to get a capacitance from it. I am also unsure whether a period counts as one interface or two. How should this be done, and how far can I trust two data points?

## Answer

Your series picture is right, but what adds in series is the inverse permittivity. The straight line should therefore be drawn for $1/\varepsilon$ against $1/\Lambda$, where $\Lambda$ is the period. There are two interfaces per period, A/B and B/A.

### Deriving the law

Let $z$ be the direction normal to the layers and $\varepsilon(z)$ the local relative permittivity. All fields below are small changes produced by the measuring voltage, and the response is taken as linear. With no free charge inside the film, Gauss's law gives $dD/dz=0$, so $D$ is the same everywhere and

$$E(z)=\frac{D}{\varepsilon_0\,\varepsilon(z)} .$$

The measured permittivity is defined by $D=\varepsilon_0\varepsilon\langle E\rangle$, where $\langle E\rangle$ is the voltage divided by the thickness. Averaging $E(z)$ over one period and dividing by $D/\varepsilon_0$ gives

$$\frac1\varepsilon=\frac1\Lambda\int_0^\Lambda\frac{dz}{\varepsilon(z)} .$$

Now compare the true profile with an ideal one, in which each layer keeps its bulk value $\varepsilon_A$ or $\varepsilon_B$ right up to a sharp interface. With volume fractions $f_A$ and $f_B$, the ideal profile contributes

$$\frac{f_A\Lambda}{\varepsilon_A}+\frac{f_B\Lambda}{\varepsilon_B}=\frac{\Lambda}{\varepsilon_\infty},\qquad \frac1{\varepsilon_\infty}=\frac{f_A}{\varepsilon_A}+\frac{f_B}{\varepsilon_B}.$$

What remains is localized at the interfaces. For each of them define the excess length

$$s=\int\left[\frac1{\varepsilon(z)}-\frac1{\varepsilon_{\rm bulk}(z)}\right]dz ,$$

taken across that interface. It produces an extra voltage $Ds/\varepsilon_0$. Since $D$ is also the charge per area on the electrodes, the corresponding capacitance per area is $C_i=\varepsilon_0/s$.

Two interfaces add $2s=2\varepsilon_0/C_i$ to the integral. Dividing by $\Lambda$,

$$\boxed{\frac1{\varepsilon(\Lambda)}=\frac1{\varepsilon_\infty}+\frac{2\varepsilon_0}{C_i\Lambda}}$$

This holds when the bulk layer permittivities and the excess length $s$ do not change with the period. Interface regions of fixed form that fit inside the half-layers on either side satisfy the condition on $s$.

If the A/B and B/A interfaces differ, the integral contains $s_1+s_2=\varepsilon_0(1/C_1+1/C_2)$. The extracted $C_i$ then satisfies $2/C_i=1/C_1+1/C_2$. The two values cannot be separated by this measurement.

### Extracting the two numbers

Write the law for $\Lambda_1=4$ nm and $\Lambda_2=8$ nm. Subtracting the second equation from the first removes $\varepsilon_\infty$:

$$\frac1{\varepsilon_1}-\frac1{\varepsilon_2}=\frac{2\varepsilon_0}{C_i}\left(\frac1{\Lambda_1}-\frac1{\Lambda_2}\right).$$

The left side is $0.0050-0.0040=0.0010$, and the bracket is $0.250-0.125=0.125\ \mathrm{nm^{-1}}$. Hence

$$C_i=\frac{2(8.854\times10^{-12}\ \mathrm{F/m})(0.125\times10^{9}\ \mathrm{m^{-1}})}{0.0010}=2.21\ \mathrm{F/m^2},$$

or $221\ \mathrm{\mu F/cm^2}$. This is the value for one interface. The two interfaces of a period in series have half of it, $1.11\ \mathrm{F/m^2}$, so a quoted value should say which is meant.

For $\varepsilon_\infty$, multiply each equation by its own period:

$$\frac{\Lambda_1}{\varepsilon_1}=\frac{\Lambda_1}{\varepsilon_\infty}+\frac{2\varepsilon_0}{C_i},\qquad \frac{\Lambda_2}{\varepsilon_2}=\frac{\Lambda_2}{\varepsilon_\infty}+\frac{2\varepsilon_0}{C_i}.$$

The interface terms are now equal and cancel on subtraction:

$$\frac1{\varepsilon_\infty}=\frac{\Lambda_2/\varepsilon_2-\Lambda_1/\varepsilon_1}{\Lambda_2-\Lambda_1}=\frac{0.032-0.020}{4}=0.0030,\qquad \varepsilon_\infty=333 .$$

A positive $\varepsilon_\infty$ needs $\Lambda_2/\varepsilon_2>\Lambda_1/\varepsilon_1$, which holds here. A positive $C_i$ needs $\varepsilon_1<\varepsilon_2$. With the opposite order $C_i$ would be negative, which is allowed for an excess quantity: the interface region would then be more polarizable than the bulk it replaces.

### Why your straight line gave 300

Multiply the law by $\varepsilon_\infty$ and invert it:

$$\varepsilon(\Lambda)=\varepsilon_\infty\frac{\Lambda}{\Lambda+\Lambda^*},\qquad \Lambda^*=\frac{2\varepsilon_0\varepsilon_\infty}{C_i}=2(0.0040\ \mathrm{nm})(333.3)=2.67\ \mathrm{nm}.$$

At $\Lambda=\Lambda^*$ the interfaces and the bulk contribute equally to $1/\varepsilon$. The interface share is $\Lambda^*/(\Lambda+\Lambda^*)$, which is 40% at 4 nm and 25% at 8 nm. Substitution returns the data: $333.3\times4/6.667=200$ and $333.3\times8/10.667=250$.

For $\Lambda\gg\Lambda^*$, expansion gives $\varepsilon\approx\varepsilon_\infty(1-\Lambda^*/\Lambda)$. Your line has this form, but the form keeps only the first correction in $\Lambda^*/\Lambda$ and is accurate only at long period. At 4 nm the expansion parameter is $2.67/4=0.67$, which is not small, so the extrapolation misses $\varepsilon_\infty$.

In the opposite limit, $\Lambda\ll\Lambda^*$, the formula becomes $\varepsilon\approx C_i\Lambda/(2\varepsilon_0)$ and the bulk drops out. That limit is formal here, because layers so thin would consist largely of interface.

Two points fix two unknowns and leave nothing over to test the law. A third period would do so:

- At 16 nm, the series law predicts 286 and your line 275. The difference is about 4% of the first value, so accurate measurements are needed. With independent errors of 2% in all three permittivities, it is only about one standard deviation, since the predictions carry the errors of the first two points.
- At 2 nm, they predict 143 and 100. The difference is much larger, but overlap of the interface regions matters more.

### What the interface capacitance means

$C_i$ describes an excess over bulk material, not a complete physical layer. Suppose that the interface is a real layer of thickness $t=0.4$ nm, roughly one perovskite unit cell, centred on the ideal boundary. Let $f_A=f_B=1/2$. The layer replaces $t/2$ of each material, whose contribution was $(t/2)(1/\varepsilon_A+1/\varepsilon_B)=t/\varepsilon_\infty$. Therefore

$$s=\frac t{\varepsilon_i}-\frac t{\varepsilon_\infty},\qquad \frac1{\varepsilon_i}=\frac1{\varepsilon_\infty}+\frac st=0.0030+\frac{0.0040}{0.4}=0.0130 ,$$

so $\varepsilon_i=77$. The full capacitance of this layer is $\varepsilon_0\varepsilon_i/t=1.70\ \mathrm{F/m^2}$, less than $C_i$, because it includes the voltage that the replaced bulk would have carried anyway. The data fix $s$; they do not fix $t$ and $\varepsilon_i$ separately.

### A check on complete stacks

The extraction can be tested by solving Poisson's equation for whole films with a known profile. I took 200 nm films with ideal electrodes, equal fractions, $\varepsilon_A=250$ and $\varepsilon_B=500$, for which $0.5/250+0.5/500=0.0030$. Each film begins and ends in the middle of an A layer, so that it contains exactly two interfaces per period. The interfaces were made unequal, with $C_1=1.476$ and $C_2=4.427\ \mathrm{F/m^2}$, and their excess decayed exponentially over 0.1 nm on each side.

The computed permittivities were 200.04 and 250.03. Feeding them into the two formulas returned $2.215\ \mathrm{F/m^2}$ and 333.3, close to the $2.214\ \mathrm{F/m^2}$ and 333.3 that the rule for unequal interfaces gives. The last digits are mesh error: halving the 0.01 nm mesh changed the 4 nm permittivity by $-0.025$, and integrating the profile exactly gives 200.004, 250.000 and $2.214\ \mathrm{F/m^2}$.

### How far to trust the result

**Measurement error.** Let each permittivity have an independent error of 2%. The errors of $1/\varepsilon_1$ and $1/\varepsilon_2$ are then 2% of 0.0050 and of 0.0040. Since $1/C_i$ is proportional to their difference, its relative error is

$$\frac{0.02\sqrt{0.0050^2+0.0040^2}}{0.0010}=12.8\% .$$

For these periods $1/\varepsilon_\infty=2/\varepsilon_2-1/\varepsilon_1$, so its relative error is

$$\frac{0.02\sqrt{0.0080^2+0.0050^2}}{0.0030}=6.3\% .$$

The interface value suffers more because it rests on a small difference.

**Composition.** Suppose the 4 nm sample really has $f_A=0.55$ instead of 0.50, as when one of the two interfaces in each period is displaced by 0.2 nm. With the layer values above, its bulk term is too large by $0.05(1/250-1/500)=1.0\times10^{-4}$. The value at the intended composition would be $1/\varepsilon_1=0.0049$. The difference in inverse permittivities falls from 0.0010 to 0.0009, so $C_i$ rises to $2.46\ \mathrm{F/m^2}$, while $1/\varepsilon_\infty=0.0080-0.0049=0.0031$ gives $\varepsilon_\infty=323$.

**Electrodes.** Take all internal interfaces as equal, and let a film of thickness $L$ contain $N=L/\Lambda$ periods and begin and end with full layers. It has $2N-1$ internal interfaces, plus two electrode contacts with excess length $s_e=\varepsilon_0/C_e$ each. Then

$$\frac1\varepsilon=\frac1{\varepsilon_\infty}+\frac{(2N-1)s+2s_e}{L}
=\frac1{\varepsilon_\infty}+\frac{2s}{\Lambda}+\frac{2s_e-s}{L}.$$

At equal $L$ the last term is the same in both samples. It cancels in $C_i$ but remains in $\varepsilon_\infty$. For $L=200$ nm and $C_e=1\ \mathrm{F/m^2}$, $s_e=0.00885$ nm and the offset is $(0.01771-0.00400)/200=6.9\times10^{-5}$. Subtracting it from 0.0030 raises $\varepsilon_\infty$ to 341. With ideal electrodes the term $-s/L$ alone would give 331. If the two samples have the same number of periods $N$ instead of the same $L$, the last term is $(2s_e-s)/(N\Lambda)$, proportional to $1/\Lambda$. It then leaves $\varepsilon_\infty$ unchanged and enters $C_i$: for $C_e=1\ \mathrm{F/m^2}$ the corrected value is $2.38\ \mathrm{F/m^2}$ at $N=25$ and $2.70\ \mathrm{F/m^2}$ at $N=10$.

**Overlapping interface regions.** Suppose that the excess decays as $e^{-|z|/w}$ from each interface and is cut off at mid-layer. For equal fractions the cut is at $|z|=\Lambda/4$, so each interface keeps

$$\frac{s}{w}\int_0^{\Lambda/4}e^{-z/w}dz=s\left(1-e^{-\Lambda/4w}\right).$$

Replacing $s$ by this expression and solving the two data equations again gives:

- For $w=0.4$ nm, the kept fractions are 0.918 and 0.993 at 4 and 8 nm. The results become $C_i=1.87\ \mathrm{F/m^2}$ and $\varepsilon_\infty=354$.
- For $w=1.0$ nm, the fractions are 0.632 and 0.865. The results become $0.88\ \mathrm{F/m^2}$ and 545.

The second case shows how badly the simple extraction can fail while still reproducing both data points. The shift comes from the assumed cut-off, not from overlap alone: if the tails of neighbouring interfaces simply added in $1/\varepsilon(z)$, each interface would keep its full $s$ and the simple law would still hold, apart from the tails lost at the two ends of a finite film (under 1% in $C_i$ for $w=1.0$ nm and $L=200$ nm). Two data points cannot tell these cases apart, so if the interface regions may be that wide, longer periods are needed.

**Nonlinearity and leakage.** These are small for the following rough inputs. Write the nonlinear response as $E=D/(\varepsilon_0\varepsilon)+\beta D^3$. Its slope is $dE/dD=1/(\varepsilon_0\varepsilon)+3\beta D^2$, so to leading order the permittivity drops by the fraction $3\beta\varepsilon_0\varepsilon D^2$. With $\beta=10^{10}\ \mathrm{V\,m^5/C^3}$ and a steady bias of 0.1 V across 200 nm, $D=1.11\times10^{-3}\ \mathrm{C/m^2}$ for $\varepsilon=250$, and the drop is $8\times10^{-5}$.

If the A layers alone conduct and the interface excess is unchanged, their permittivity at angular frequency $\omega$ becomes $\varepsilon_A(1-ix)$, with $x=\sigma/(\omega\varepsilon_0\varepsilon_A)$. Let $p=f_A\varepsilon/\varepsilon_A$ be their share of $1/\varepsilon$. The complex permittivity $\tilde\varepsilon$ of the film obeys

$$\frac{\varepsilon}{\tilde\varepsilon}=1-p+\frac p{1-ix}\approx1+p(ix-x^2).$$

Inverting to second order in $x$, the real part of $\tilde\varepsilon/\varepsilon$ is $1+px^2-p^2x^2$, a rise of $p(1-p)x^2$. For $\sigma=10^{-6}$ S/m at 10 kHz, $x=0.0072$. In the 4 nm sample $p=0.40$, and the rise is $1.2\times10^{-5}$. If the A half of the 0.4 nm interface layer described above conducts equally well, the rise is about $9\times10^{-5}$, which is still small. It grows as $1/\omega^2$ while $x$ is small, so a measurement at much lower frequency needs a new estimate.

### Relation to real superlattices

The layer permittivities, electrode capacitance, $\beta$ and $\sigma$ used above are round model inputs, not measurements, and I do not claim that $2.2\ \mathrm{F/m^2}$ is typical of oxide interfaces. The assumption most open to doubt is that the bulk response stays fixed as the period changes, since strain or ferroelectric domains may change with layer thickness. If the bulk part of $1/\varepsilon$ in the 4 nm sample were larger by $1.0\times10^{-4}$, about 3% of its value, the correction would be the same as for the composition slip: $C_i$ would rise by 11%. A bulk part that changed in proportion to $1/\Lambda$ could not be told from an interface term at any period, because it would enter the law in the same way.

For your data, then, the series law gives $C_i\approx2.2\ \mathrm{F/m^2}$ per interface and $\varepsilon_\infty\approx333$, provided that the composition, the bulk layer permittivities and the excess length $s$ are the same in both samples, and that the electrode term is small or has been subtracted. The remaining figures are in the numerical output.

## Calculated quantities

```
periods: 4 and 8 nm; permittivities: 200 and 250
vacuum permittivity: 8.85419e-12 F/m
inverse permittivities: 0.0050 and 0.0040
interface capacitance C: 2.214 F/m2 = 221.4 uF/cm2
two interfaces in series: 1.107 F/m2
excess length s per interface: 0.00400 nm
long-period permittivity: 333.3; inverse 0.00300
crossover period P*: 2.667 nm
interface share of 1/eps at 4 nm: 40.0 %
interface share of 1/eps at 8 nm: 25.0 %
eps at 2 nm: law 142.9, rival 100.0
eps at 16 nm: law 285.7, rival 275.0
rival law: long-period eps 300.0, slope -400.0 nm
model layers: eps_A 250, eps_B 500.0; film 200 nm
unequal interfaces: C1 1.476, C2 4.427 F/m2
Poisson eps at 4 and 8 nm: 200.037, 250.026
Poisson extraction: C 2.215 F/m2, eps_inf 333.32
mesh 0.01 to 0.005 nm, shift of eps at 4 nm: -0.0250
Poisson eps at 2 nm: 143.44
interface layer 0.4 nm: eps 76.9, full C 1.703 F/m2
electrodes, each 1.0 F/m2: excess length 0.00885 nm
electrode and end offset of 1/eps: 6.854e-05
eps_inf corrected for electrodes and end: 341.1
decay length 0.4 nm: held fractions 0.918, 0.993
  corrected C 1.865 F/m2, eps_inf 354.5
decay length 1.0 nm: held fractions 0.632, 0.865
  corrected C 0.884 F/m2, eps_inf 544.6
A-fraction slip 0.05 at 4 nm: shift of 1/eps 1.00e-04
  corrected C 2.459 F/m2, eps_inf 322.6
error of each eps: 2 %
  error of 1/C 12.8 %, of 1/eps_inf 6.3 %
tuning inputs: beta 1e+10 V m5/C3, voltage 0.1 V
  field 0.50 MV/m, D 1.107e-03 C/m2, drop of eps 8.1e-05
leakage inputs: sigma 1e-06 S/m, frequency 10 kHz
  x 7.19e-03, share p 0.40, rise of eps at 4 nm 1.2e-05
```
